\section*{Coulomb limit of the Yukawa scattering amplitude and its screening phase, part 2}

A particle of mass 1 and wave number $k$ scatters through an angle $\theta$ from the Yukawa potential $V(r)=\kappa e^{-\mu r}/r$ (Hartree atomic units; $\kappa>0$ is repulsive). The question is how its amplitude $f_\mu$ approaches the Coulomb amplitude $f_C$ as $\mu\to0$. Notation: $\eta=\kappa/k$, $\epsilon=\eta\mu/k$, $x=\cos\theta$, $s=\sin(\theta/2)$, $q=2ks$, $\gamma$ is Euler's constant and $\psi=\Gamma'/\Gamma$. The radial equation is
\begin{equation}\label{radial}
u_l''+\Big[k^2-2V-\frac{L}{r^2}\Big]u_l=0,\qquad L=l(l+1),
\end{equation}
with $u_l\sim\sin(kr-l\pi/2+\delta_l)$, $S_l=e^{2i\delta_l}$ and
\begin{equation}\label{pw}
f_\mu=\frac{1}{2ik}\sum_l(2l+1)(S_l-1)P_l(x).
\end{equation}
The Coulomb quantities and the screening phase are
\begin{align}
\sigma_l&=\arg\Gamma(l+1+i\eta),\qquad f_C=-\frac{\eta}{2ks^2}\,e^{-i\eta\ln s^2+2i\sigma_0},\\
\phi&=-\eta\Big[\ln\frac{2k}{\mu}-\gamma\Big].\label{phi}
\end{align}

At fixed $l$ and small $\mu$, matching gave
\begin{equation}\label{dl2}
\delta_l=\sigma_l+\phi+\eta\epsilon\Big[\ln\frac k\mu-\gamma-\mathrm{Re}\,\psi(l+1+i\eta)\Big]+O(\mu^2\ln\mu).
\end{equation}
For large $l$, with $b=(l+\frac12)/k$,
\begin{equation}\label{K0}
\delta_l\simeq-\frac1k\int_b^\infty\frac{V\,r\,dr}{\sqrt{r^2-b^2}}=-\eta\int_0^\infty e^{-\mu b\cosh t}dt=-\eta K_0(\mu b).
\end{equation}

The limit $e^{-2i\phi}f_\mu\to f_C$ was derived for each partial wave and as a distribution. At a fixed angle $\theta\neq0$, a heuristic step, that the large-$l$ departure from the small-$\mu b$ phases matters mainly near the forward direction, gave
\begin{equation}\label{corr}
\frac{f_\mu}{e^{2i\phi}f_C}-1\simeq\epsilon\Big\{-1+2i\eta\Big[\ln\frac q{2\mu}-\gamma-\mathrm{Re}\,\psi(1+i\eta)\Big]\Big\}.
\end{equation}
The limiting form is exactly
\begin{equation}\label{resum}
e^{2i\phi}f_C=-\frac{2\kappa}{q^2}\exp\Big[-2i\eta\ln\frac q\mu+2i(\sigma_0+\gamma\eta)\Big],
\end{equation}
whose $\kappa^2$ term is
\begin{equation}\label{pred2}
-\frac{2\kappa}{q^2}\Big(-2i\frac\kappa k\ln\frac q\mu\Big)=\frac{4i\kappa^2}{kq^2}\ln\frac q\mu .
\end{equation}
This prediction is now tested against the second Born term $f_2$, computed directly from the Yukawa potential.

\subsection{Dalitz's closed form}

The amplitude is $f=-\langle\mathbf k'|T|\mathbf k\rangle/2\pi$ with $T=V+VGV+\dots$, $G=(k^2/2-p^2/2+i0)^{-1}=-2/(p^2-k^2-i0)$, plane waves $e^{i\mathbf p\cdot\mathbf r}$, measure $d^3p/(2\pi)^3$ and $\tilde V(\mathbf q)=4\pi\kappa/(q^2+\mu^2)$. Then $f_1=-2\kappa/(q^2+\mu^2)$, and the second-order prefactor is $(-1/2\pi)(-2)(4\pi\kappa)^2/(2\pi)^3=2\kappa^2/\pi^2$:
\begin{equation}\label{f2def}
f_2=\frac{2\kappa^2}{\pi^2}\int\frac{d^3p}{(p^2-k^2-i0)D_1D_2},
\end{equation}
with $D_1=(\mathbf p-\mathbf k)^2+\mu^2$, $D_2=(\mathbf p-\mathbf k')^2+\mu^2$. Use $1/D_1D_2=\int_0^1dy\,[yD_1+(1-y)D_2]^{-2}$. With $\mathbf P=y\mathbf k+(1-y)\mathbf k'$ and $\mathbf k\cdot\mathbf k'=k^2-q^2/2$, one has $P^2=k^2-y(1-y)q^2$ and
\begin{equation}
yD_1+(1-y)D_2=(\mathbf p-\mathbf P)^2+\Lambda^2,\qquad\Lambda^2=k^2-P^2+\mu^2=\mu^2+y(1-y)q^2.
\end{equation}
The function $e^{-\Lambda r}/4\pi r$ has transform $1/(p^2+\Lambda^2)$. Setting $\Lambda\to-ik$ gives $e^{ikr}/4\pi r$ for $1/(p^2-k^2-i0)$, and applying $-\partial/\partial\Lambda^2=-(2\Lambda)^{-1}\partial_\Lambda$ gives $e^{-\Lambda r}/8\pi\Lambda$ for $1/(p^2+\Lambda^2)^2$. Parseval's relation turns the $\mathbf p$ integral into
\begin{equation}
(2\pi)^3\!\int\! d^3r\,\frac{e^{ikr}}{4\pi r}\frac{e^{-\Lambda r}}{8\pi\Lambda}e^{i\mathbf P\cdot\mathbf r}
=\frac{8\pi^3}{32\pi^2\Lambda}\,\frac{4\pi}{P^2+(\Lambda-ik)^2}=\frac{\pi^2}{\Lambda(\mu^2-2ik\Lambda)},
\end{equation}
because $P^2+\Lambda^2-k^2=\mu^2$. Therefore
\begin{equation}\label{feyn}
f_2=2\kappa^2\int_0^1\frac{dy}{\Lambda(\mu^2-2ik\Lambda)}=2\kappa^2\int_0^1dy\,\frac{\mu^2/\Lambda+2ik}{\mu^4+4k^2\Lambda^2}.
\end{equation}
Put $y=(1+t)/2$; the integrand is even in $t$, so $\int_0^1dy=\int_0^1dt$, and $\Lambda^2=c^2-q^2t^2/4$ with $c^2=\mu^2+q^2/4$. Define
\begin{equation}
A^2=\mu^4+4k^2c^2=\mu^4+4k^2\mu^2+k^2q^2,
\end{equation}
so that $\mu^4+4k^2\Lambda^2=A^2-k^2q^2t^2$. Partial fractions give the imaginary integral,
\begin{equation}
\int_0^1\frac{2k\,dt}{A^2-k^2q^2t^2}=\frac1{qA}\ln\frac{A+kq}{A-kq}.
\end{equation}
For the real one let $w=qt/2\Lambda$. Then $\Lambda^2=c^2/(1+w^2)$ and $dw=(q/2)c^2dt/\Lambda^3$, so $dt/\Lambda=(2/q)(\Lambda^2/c^2)dw$, and $(\Lambda^2/c^2)/(\mu^4+4k^2\Lambda^2)=1/[\mu^4(1+w^2)+4k^2c^2]=1/(A^2+\mu^4w^2)$. At $t=1$, $\Lambda=\mu$ and $w=q/2\mu$:
\begin{equation}
\frac{2\mu^2}q\int_0^{q/2\mu}\frac{dw}{A^2+\mu^4w^2}=\frac2{qA}\arctan\frac{\mu q}{2A}.
\end{equation}
The second Born term is
\begin{equation}\label{dalitz}
f_2=\frac{2\kappa^2}{qA}\Big[2\arctan\frac{\mu q}{2A}+i\ln\frac{A+kq}{A-kq}\Big].
\end{equation}
At $k=2$, $\mu=0.8$ bohr$^{-1}$, $\theta=90^\circ$ it gives $f_2/\kappa^2=0.03715+0.28534i$ bohr. Direct quadrature of \eqref{f2def} gives the same digits (asserted to $10^{-8}$ relative), and the part of the numerically exact amplitude \eqref{pw} that is even in a small $\kappa$ gives $0.03704+0.28521i$ bohr (asserted to $3\times10^{-3}$ relative, a margin left for the fourth Born order that the even part contains).

\subsection{Limits}

For $\mu\ll q$, $A=kq[1+2\mu^2/q^2+O(\mu^4)]$ and $A+kq=2kq(1+\mu^2/q^2)$. From $(A+kq)(A-kq)=\mu^2(4k^2+\mu^2)$,
\begin{equation}\label{stable}
\ln\frac{A+kq}{A-kq}=\ln\frac{(A+kq)^2}{\mu^2(4k^2+\mu^2)}=2\ln\frac q\mu+\frac{2\mu^2}{q^2}-\frac{\mu^2}{4k^2}+\dots
\end{equation}
Thus $\mathrm{Im}f_2\to(4\kappa^2/kq^2)\ln(q/\mu)$, which is \eqref{pred2}, with relative correction $-2\mu^2/q^2$ from $1/A$ and a smaller one divided by the logarithm. At $\mu=0.001$ bohr$^{-1}$, $\theta=60^\circ$ ($q=k=2$ bohr$^{-1}$), \eqref{dalitz} gives $\mathrm{Im}f_2/\kappa^2=3.8004494$ bohr and the numerically differentiated $e^{2i\phi}f_C$ gives $3.8004512$ bohr; the relative difference $-4.7\times10^{-7}$ is close to $-2\mu^2/q^2=-5\times10^{-7}$. The real part has $\arctan\to\mu/2k$, so $\mathrm{Re}f_2\to2\kappa^2\mu/k^2q^2$ and $\mathrm{Re}f_2/f_1\to-\kappa\mu/k^2=-\epsilon$. This is the real term of \eqref{corr}, obtained here pointwise and without the heuristic step. Together,
\begin{equation}
\frac{f_2}{f_1}=-2i\eta\ln\frac q\mu-\epsilon+O(\mu^2\ln\mu).
\end{equation}
The divergent piece is imaginary relative to $f_1$: it is the first term of the exponential \eqref{resum}. In the cross section at order $\kappa^3$ only $2f_1\mathrm{Re}f_2\to0$ appears. The term $|f_2|^2\propto\ln^2(q/\mu)$ is of order $\kappa^4$ and, if \eqref{resum} is the pointwise limit, is cancelled by $2f_1\mathrm{Re}f_3$; keeping it alone is inconsistent. The truncation $f_1+f_2$ is useful only for $2|\eta|\ln(q/\mu)\ll1$.

At $q=0$, $\Lambda=\mu$ in \eqref{feyn} and $f_2/f_1=-\kappa/(\mu-2ik)\to-i\eta/2$. There is no logarithm: the growth of $\ln(q/\mu)$ is absent for $q\lesssim\mu$, where $f_1\sim-2\kappa/\mu^2$ diverges in modulus instead.

\section{Implementation}

The logarithm in \eqref{dalitz} should be coded in the middle form of \eqref{stable}, since $A-kq$ is a difference of nearly equal numbers. In \eqref{f2def} the pole is separated as a principal value plus $i\pi kW(k)/2$, where $W(p)=\int d\Omega_p/D_1D_2$; subtracting $k^2W(k)$ from $p^2W(p)$ removes the singularity at no cost because $\mathrm{P}\!\int_0^\infty dp/(p^2-k^2)=0$. Take $\sigma_l$ from the complex log-gamma function.

For $S_l$, write \eqref{radial} as $u''=\omega u$ and propagate $(u,u')$ with the fourth-order Magnus step: with $\omega_1,\omega_2$ at the Gauss points $r_{\rm mid}-\sqrt3h/6$ and $r_{\rm mid}+\sqrt3h/6$ respectively, $r_{\rm mid}$ being the midpoint of a step $h$, the propagator is $\exp\Omega$, $\Omega_{11}=-\Omega_{22}=\sqrt3h^2(\omega_1-\omega_2)/12$, $\Omega_{12}=h$, $\Omega_{21}=h(\omega_1+\omega_2)/2$. Since $\Omega$ is traceless, $\Omega^2=D\cdot1$ with $D=\Omega_{11}^2+\Omega_{12}\Omega_{21}$, and $\exp\Omega=\cosh\sqrt D+\Omega\sinh\sqrt D/\sqrt D$. The step is exact for constant $\omega$, which suits the long outer region. Start from $u'/u=(l+1)/r+\kappa/(l+1)$ on a geometric grid, renormalise each step, and match to Riccati--Bessel functions at a radius $R$ beyond every turning point. By \eqref{K0} the shifts decay as $e^{-\mu l/k}$, so both $kR$ and $l_{\max}$ scale as $k/\mu$ and the cost as $(k/\mu)^2$; the program takes $R=20/\mu$, $l_{\max}=16k/\mu$. The Coulomb partial-wave series $(2ik)^{-1}\sum_l(2l+1)e^{2i\sigma_l}P_l(x)$ does not converge pointwise; the program multiplies it by $(1-x)^3$ through the recurrence for $xP_l$ and asserts agreement with $f_C$ to $10^{-6}$ relative.

\section{Worked example}

The parameters are round model values: an electron on a screened unit charge, $\kappa=-1$, $k=2$ bohr$^{-1}$ ($E=2$ Ha $=54.42$ eV), $\eta=-0.5$, $\theta=90^\circ$, $q=2.82843$ bohr$^{-1}$. Here $\sigma_0=0.24406$ rad, $|f_C|=0.5/(2\cdot2\cdot\frac12)=0.25$ bohr and $f_C=0.24750+0.03527i$ bohr. With $\rho=f_\mu/(e^{2i\phi}f_C)-1$:
\begin{center}
\begin{tabular}{ccccc}
$\mu$ (bohr$^{-1}$) & $\phi$ (rad) & $f_\mu$ (bohr) & $\rho$ exact & $\rho$ from \eqref{corr}\\
0.16 & 1.3208 & $-0.2478+0.0711i$ & $0.0280+0.0815i$ & $0.0400+0.0772i$\\
0.08 & 1.6674 & $-0.2355-0.0962i$ & $0.0161+0.0539i$ & $0.0200+0.0525i$\\
0.04 & 2.0140 & $-0.1231-0.2203i$ & $0.0088+0.0336i$ & $0.0100+0.0332i$\\
0.02 & 2.3606 & $+0.0426-0.2476i$ & $0.0046+0.0202i$ & $0.0050+0.0201i$
\end{tabular}
\end{center}
Each halving of $\mu$ adds $|\eta|\ln2=0.3466$ rad to $\phi$; the amplitude turns around a circle of radius near $0.25$ bohr while $\rho$ shrinks.

For $\mu=0.02$ bohr$^{-1}$ (screening length 50 bohr), $\epsilon=-0.5\times0.02/2=-0.005$ and $\phi=0.5(\ln200-\gamma)=2.36055$ rad. The phase of \eqref{resum} is $4.95174-0.08910=4.86264$ rad, from $-2\eta\ln(q/\mu)$ and $2(\sigma_0+\gamma\eta)$. The computed $\arg(f_\mu/f_1)$ is $4.88274$ rad; the excess $0.02010$ rad compares with $0.02005$ rad from \eqref{corr}. Omitting $\phi$ raises $|\rho|$ to $1.40$, and omitting only its $\gamma$ to $0.55$. At $60^\circ$ and $150^\circ$, $\rho=0.0044+0.0183i$ and $0.0047+0.0218i$, against $0.0050+0.0183i$ and $0.0050+0.0216i$. The program asserts at all three angles that $|\rho|$ falls with each halving, and that at the smallest $\mu$ it differs from \eqref{corr} by less than 12\% of the predicted correction.

At $90^\circ$ the relative error of \eqref{corr} is larger in the real part of $\rho$ than in the imaginary part, although both differences fall by a factor near 3 with each halving of $\mu$. At $\mu=0.02$ bohr$^{-1}$ the real part is short by $0.00500-0.00460=0.00040$. Half of this is the square of the phase correction, $e^{i\alpha}-1=i\alpha-\alpha^2/2$ with $\alpha^2/2=0.02005^2/2=0.00020$. The rest, $0.00020$, lies beyond the first order in $\mu$ kept in \eqref{corr}; its origin is not resolved here.

The Born terms are $f_1=0.249988$ bohr and, with $A=5.657420$ and $kq=5.656854$ bohr$^{-2}$, $f_2=0.00125+1.23782i$ bohr. Their ratio $f_2/f_1=0.00500+4.95153i$ reproduces $-\epsilon=0.00500$ and $-2\eta\ln(q/\mu)=4.95174$, the latter to $4\times10^{-5}$ relative. The second term is five times the first in modulus, and $|f_1+f_2|^2=1.595$ bohr$^2$/sr is about $25.5$ times the Rutherford value $0.062500$ bohr$^2$/sr ($0.017502$ \AA$^2$/sr). The computed cross section is $0.06310$ bohr$^2$/sr ($0.01767$ \AA$^2$/sr), a ratio $0.063102/0.062500=1.0096$ to Rutherford's, against $1-2\epsilon=1.0100$ from \eqref{corr}. The numerical check lists the amplitudes, phases and cross sections from which these ratios follow.

\section*{Values computed for the example and the checks}
\begin{verbatim}
kappa = -1.0, k = 2.0 1/bohr, eta = -0.5
E = 2.0000 Ha = 54.423 eV
second Born f2/kappa^2 at mu = 0.8 1/bohr (bohr):
 60 deg: closed +0.05956+0.39995i 3D +0.05956+0.39995i waves +0.05944+0.39982i
 90 deg: closed +0.03715+0.28534i 3D +0.03715+0.28534i waves +0.03704+0.28521i
 150 deg: closed +0.02249+0.19711i 3D +0.02249+0.19711i waves +0.02239+0.19699i
delta_l - sigma_l - phi at mu = 0.004 1/bohr (rad), exact / predicted:
 eta = -0.5, l = 0: 0.002990 / 0.002983
 eta = -0.5, l = 1: 0.002596 / 0.002583
 eta = -0.5, l = 2: 0.002372 / 0.002348
 eta = -0.5, l = 3: 0.002227 / 0.002186
 eta = +0.5, l = 0: 0.002977 / 0.002983
 eta = +0.5, l = 1: 0.002570 / 0.002583
 eta = +0.5, l = 2: 0.002323 / 0.002348
 eta = +0.5, l = 3: 0.002144 / 0.002186
theta = 90 deg: q = 2.82843 1/bohr, sigma_0 = 0.24406 rad
f_C = +0.24750+0.03527i bohr, |f_C| = 0.25000 bohr
mu (1/bohr), phi (rad), f_mu (bohr), ratio-1 exact, predicted:
 0.16 1.32083 -0.24781+0.07106i +0.02797+0.08151i +0.04000+0.07723i
 0.08 1.66740 -0.23550-0.09619i +0.01612+0.05393i +0.02000+0.05248i
 0.04 2.01398 -0.12308-0.22027i +0.00875+0.03364i +0.01000+0.03317i
 0.02 2.36055 +0.04259-0.24756i +0.00460+0.02019i +0.00500+0.02005i
mu = 0.02 1/bohr, screening length 50.0 bohr, eps = -0.00500
 60 deg ratio-1: +0.00436+0.01834i, predicted +0.00500+0.01832i
 150 deg ratio-1: +0.00471+0.02183i, predicted +0.00500+0.02161i
|ratio-1| at 90 deg without phi 1.3970, without gamma 0.5513
 l = 50: delta 0.45912 rad, -eta K0 0.45809 rad, sigma+phi 0.39955 rad
 l = 100: delta 0.20929 rad, -eta K0 0.20901 rad, sigma+phi 0.05547 rad
 l = 200: delta 0.05663 rad, -eta K0 0.05660 rad, sigma+phi -0.28986 rad
mu = 0.001, 60 deg: Im f2/kappa^2 3.8004494, Taylor 3.8004512 bohr
mu = 0.001, 90 deg: Im f2/kappa^2 1.9868685, Taylor 1.9868690 bohr
mu = 0.001, 150 deg: Im f2/kappa^2 1.1065471, Taylor 1.1065473 bohr
example theta = 90 deg, mu = 0.02 1/bohr:
 A = 5.657420 1/bohr^2, kq = 5.656854 1/bohr^2
 f1 = 0.249988 bohr, f2 = +0.00125+1.23782i bohr, f2/f1 = +0.00500+4.95153i
 -2 eta ln(q/mu) = 4.95174 rad, -eps = 0.00500
 2(sigma_0+gamma eta) = -0.08910 rad, limit phase = 4.86264 rad
 exact arg(f_mu/f1) = 4.88274 rad
 |f_mu|^2 = 0.063102 bohr^2/sr = 0.017670 A^2/sr
 Rutherford = 0.062500 bohr^2/sr = 0.017502 A^2/sr
 |f1+f2|^2 = 1.595322 bohr^2/sr
\end{verbatim}
